# Why Electron-Electron Collisions Populate Energies above qVd

**Question.** Electrons enter a short transistor channel cold and fall through a potential drop $V_d$. Why are some of them found at the drain end with kinetic energies well above $qV_d$, how far does this tail reach, and how does it depend on the electron density?

**Answer.**

**What one electron can do alone**

Let $E_0=qV_d$ be the potential energy lost between the top of the source barrier and the drain end. An electron that starts with energy $\varepsilon$ above the barrier and loses nothing arrives with $E_0+\varepsilon$. The field cannot give it more.

For a nondegenerate, three-dimensional source the excess $\varepsilon$ is thermal. The crossing flux per unit of forward energy carries the Boltzmann factor, and the two transverse directions have a constant density of states in energy. Sharing $\varepsilon$ between forward and transverse motion therefore gives a weight $\varepsilon e^{-\varepsilon/kT}$. With $u=\Delta/kT$, the flux fraction above $E_0+\Delta$ is

$$\int_u^\infty t\,e^{-t}\,dt=(1+u)e^{-u}.$$

Phonon absorption does not make this tail hot. Take phonons of energy $\hbar\omega_p$ and mean number $N$, and let $f_j$ be the state occupation on step $j$ above the source energy. If no electrons leave at higher energies, the steady net flow through each step is zero. Absorption upward, proportional to $Nf_j$, then balances emission downward, proportional to $(N+1)f_{j+1}$:

$$\frac{f_{j+1}}{f_j}=\frac{N}{N+1}=e^{-\hbar\omega_p/kT}.$$

For a single phonon energy the occupation above the source energy therefore decays from step to step as $e^{-E/kT}$, with $T$ the lattice temperature, however large $V_d$ is. With several phonon energies the local slope can vary just above the source, but the lattice temperature still sets the decay further up. A hotter tail needs another energy source, and a second energetic electron is one.

**What two electrons can do together**

Take a parabolic band of mass $m$ and momenta $\mathbf p_1,\mathbf p_2$ at an angle $\theta$. Write $\mathbf P=\mathbf p_1+\mathbf p_2$ and $\mathbf k=(\mathbf p_1-\mathbf p_2)/2$. An elastic collision keeps $\mathbf P$ and turns $\mathbf k$ into $\mathbf k'$ of the same length. Electron 1 leaves with $\mathbf P/2+\mathbf k'$, hence with energy

$$E_1'=\frac{P^2}{8m}+\frac{k^2}{2m}+\frac{\mathbf P\cdot\mathbf k'}{2m}=\frac{S}{2}+\frac{\mathbf P\cdot\mathbf k'}{2m},\qquad S=E_1+E_2.$$

The maximum occurs when $\mathbf k'$ is parallel to $\mathbf P$. Since $P^2(2k)^2=(p_1^2+p_2^2)^2-4(\mathbf p_1\cdot\mathbf p_2)^2$ and $p_i^2=2mE_i$,

$$E_{\max}=\frac S2+\frac12\sqrt{S^2-4E_1E_2\cos^2\theta}.$$

For parallel momenta this is the larger of $E_1$ and $E_2$, so nothing is gained. For $E_1=E_2=E_0$ it becomes $E_0(1+|\sin\theta|)$, which reaches $2E_0$ at right angles. Pooling thus needs two energetic electrons and also a spread of directions. A perfectly collimated beam has no such tail; scattering that randomises momentum prepares it.

**The collision rate**

I now assume that the electrons that have gained the full drop, called primaries, have density $n$, energy $E_0$ and isotropic, independent directions. Final states are empty, exchange is neglected, and the interaction is the bare Coulomb one, $V(q)=4\pi A/q^2$ with $A=e^2/(4\pi\epsilon)$. Here $q$ is the transferred wave number and $\epsilon$ the permittivity.

Let electron 1 gain energy $\omega$ and electron 2 lose it. For a transfer $\mathbf q$, the energy change of electron 1 is

$$\frac{\hbar^2q^2}{2m}+\frac{\hbar^2k_1q}{m}c,$$

where $k_1$ is now its wave number and $c$ the cosine of the angle between $\mathbf k_1$ and $\mathbf q$. Isotropy makes $c$ uniform on $[-1,1]$ with density $1/2$. The energy change therefore has the constant density $m/(2\hbar^2k_1q)$ inside its allowed range. Electron 2 has the density $m/(2\hbar^2k_2q)$ by the same argument. The golden rule, multiplied by the volume, gives the rate coefficient per unit energy

$$\Gamma(\omega)=\frac{2\pi}{\hbar}\int\frac{d^3q}{(2\pi)^3}V(q)^2\frac{m^2}{4\hbar^4k_1k_2q^2}
=\frac{m^2}{4\pi\hbar^5k_1k_2}\int V(q)^2\,dq,$$

because $d^3q=4\pi q^2dq$. The limits follow from the triangle inequality: $q$ lies between the difference and the sum of the initial and final wave numbers of each electron.

For equal energies set $k_1=k_2=K$, $x=\omega/E_0$ and $s=\sqrt{1-x}$. The final wave numbers are $K\sqrt{1+x}$ and $Ks$. Because $\sqrt{1+x}+\sqrt{1-x}\le2$, the lower limit $K(1-s)$ set by the losing electron is the stricter one. Its upper limit $K(1+s)$ is stricter too. Hence

$$\int\frac{dq}{q^4}=\frac{1}{3K^3}\left[\frac1{(1-s)^3}-\frac1{(1+s)^3}\right]
=\frac{6s+2s^3}{3K^3(1-s^2)^3}=\frac{2(4-x)\sqrt{1-x}}{3K^3x^3},$$

$$\Gamma=\frac{8\pi m^2A^2}{3\hbar^5K^5}\,\frac{(4-x)\sqrt{1-x}}{x^3}.$$

The coefficient $C(x)$ for ending above $E_0(1+x)$ is $E_0$ times the integral of $\Gamma$ from $x$ to 1. With the integration variable $y=1-t^2$ and $dy=-2t\,dt$,

$$\int_x^1\frac{(4-y)\sqrt{1-y}}{y^3}dy=\int_0^{s}\frac{2t^2(3+t^2)}{(1-t^2)^3}dt=\frac{2s^3}{(1-s^2)^2}=\frac{2(1-x)^{3/2}}{x^2}.$$

The antiderivative is confirmed by differentiation:

$$\frac{d}{dt}\frac{2t^3}{(1-t^2)^2}=\frac{6t^2(1-t^2)+8t^4}{(1-t^2)^3}=\frac{2t^2(3+t^2)}{(1-t^2)^3}.$$

The prefactor is now $16\pi m^2A^2E_0/(3\hbar^5K^5)$. With $\hbar K=mv$ and $E_0=mv^2/2$, one has $m^3v^5=8E_0^3/v$, so that

$$\boxed{C(x)=\frac{2\pi}{3}\left(\frac{A}{E_0}\right)^2v\,\frac{(1-x)^{3/2}}{x^2}},\qquad 0<x<1.$$

Planck's constant has cancelled, as expected for Rutherford scattering. Sampled classical collisions, followed with explicit velocity vectors, agree with this formula within 1% at the three energies tested.

**From rate to population**

There are $n^2/2$ pairs per squared volume, and either member can be the winner, so tail electrons are produced at the rate $n^2C$. Let phonon emission and escape remove them with a constant time $\tau$. In the steady state, to lowest order in the collisions,

$$n^2C=\frac{n_{\rm tail}}{\tau}\quad\Longrightarrow\quad \frac{n_{\rm tail}}{n}=n\tau C(x).$$

The tail density grows as $n^2$ and its share of the electrons as $n$. The two ends of the formula have different meanings. Near $x=1$ the factor $(1-x)^{3/2}$ reflects the special geometry needed for full pooling. Near $x=0$ the growth as $x^{-2}$ comes from frequent small transfers; there an electron collides repeatedly within $\tau$, and the lowest order fails.

For a damage process with a fixed threshold $E_{\rm th}$, inserting $x=E_{\rm th}/E_0-1$ and $v=\sqrt{2E_0/m}$ gives

$$C\propto\frac{(2E_0-E_{\rm th})^{3/2}}{E_0\,(E_{\rm th}-E_0)^2}.$$

Single collisions between primaries thus open the process at $qV_d=E_{\rm th}/2$, not at $qV_d=E_{\rm th}$.

Nor is $2E_0$ an absolute end. A winner can collide again. An energy between $jE_0$ and $(j+1)E_0$ must be drawn from at least $j+1$ primaries, so at a fixed energy inside this range the leading population scales as $n^{j+1}$. Just above $E_0$ and $2E_0$, small transfers make this lowest-order law fail. A steady-state energy ladder containing all generations of collisions, with the primaries held at fixed density, tests this at $10^{15}\ \mathrm{cm^{-3}}$, with energy steps of 0.125 eV that leave out smaller transfers. The powers in the first three intervals above $E_0$ are 2.000, 3.002 and 4.002. The last digits depend on the step: with steps of 0.031 eV they are 2.004, 3.024 and 4.025.

**A numerical case**

Take round model parameters: $qV_d=1.5$ eV, $E_{\rm th}=2.0$ eV, $m=0.30\,m_0$, relative permittivity 12, $T=300$ K, $n=10^{18}\ \mathrm{cm^{-3}}$ and $\tau=0.020$ ps. Then $x=1/3$, and the angle between the two momenta must lie between $19.5^\circ$ and $160.5^\circ$, since $\sin\theta\ge1/3$ is required.

The cross-section scale is $(2\pi/3)(A/E_0)^2=0.0134\ \mathrm{nm^2}=1.34\times10^{-16}\ \mathrm{cm^2}$, and the speed is $v=1.326\times10^8$ cm/s. Therefore

$$C=(1.34\times10^{-16})(1.326\times10^{8})\frac{(2/3)^{3/2}}{(1/3)^2}\ \mathrm{cm^3/s}=8.7\times10^{-8}\ \mathrm{cm^3/s},$$

$$n\tau C=(10^{18})(2.0\times10^{-14})(8.7\times10^{-8})=1.7\times10^{-3}.$$

The thermal injected fraction above the same threshold is $8.1\times10^{-8}$, smaller by a factor of about $2\times10^4$. In the lowest-order formula the two are equal at $n\approx4.7\times10^{13}\ \mathrm{cm^{-3}}$. The slopes differ as well. The local decay energy of the collision tail is

$$\left(-\frac{d\ln C}{dE}\right)^{-1}=E_0\left[\frac{3}{2(1-x)}+\frac2x\right]^{-1}=\frac{1.5\ \mathrm{eV}}{2.25+6}=0.18\ \mathrm{eV},$$

against $kT(1+u)/u=0.027$ eV for the thermal injected fraction $(1+u)e^{-u}$ at $u=19.3$. The value 0.18 eV is a local slope, not a temperature: the collision tail is not Maxwellian.

**How far the number can be trusted**

*Repeated collisions.* The ladder used above holds the primaries at fixed density. That is harmless at low density, but not at $10^{18}\ \mathrm{cm^{-3}}$. Small transfers then add many electrons with energies close to $E_0$, and these act as further primaries. The ladder's 1.87-fold excess over single collisions, with a density exponent of 2.67, largely reflects this larger hot population. Halving the energy step from 0.125 to 0.0625 eV raises the excess to a factor of 10.9, so these figures do not measure the effect of repeated collisions.

A fair comparison fixes the total density instead: electrons enter at $E_0$ at the rate $n/\tau$, and every electron is removed with the same time $\tau$. The excess over single collisions is then 15% with steps of 0.125 eV and 25% with steps of 0.0625 eV, and the density exponents are 2.14 and 2.22. These values are not converged: steps of 0.031 and 0.016 eV give excesses of 38% and 55% and exponents of 2.33 and 2.44. With the bare Coulomb interaction the excess keeps growing over this range as smaller transfers are included, and the screening that must limit such transfers is absent from the ladder. Down to steps comparable with the plasmon energy quoted below, single collisions give the tail at this density within a factor of about 1.6, while the quadratic law is only approximate.

*Energy spread.* If the primaries are spread uniformly from 0 to $qV_d$, $C$ falls to 3.3% of its single-energy value. A pair must satisfy $E_1+E_2>2.0$ eV, which holds for a fraction $\tfrac12(1.0)^2/(1.5)^2=22\%$ of the pairs, and many of those have little energy to spare. Of the corrections considered here this is the largest, so the electrons near the full drop matter most.

*Screening and exchange.* Static screening by carriers at the lattice temperature lowers $C$ by 9% and the lowest-order density exponent to 1.91. This overstates the effect: the transfers exceed 0.5 eV, while the plasmon energy is 0.02 eV, so the other carriers cannot follow. Exchange, with half of the pairs having equal spin in a single valley, multiplies $C$ by 0.80 and leaves the power of $n$ unchanged.

*Band shape.* The parabolic band is a model assumption, used here up to 3 eV. Real conduction bands, including that of silicon, depart strongly from it at such energies. Motion is treated as three-dimensional throughout, whereas an inversion layer confines it; with one free transverse direction the thermal fraction alone falls from $8.1\times10^{-8}$ to $2.0\times10^{-8}$. The model also omits the cold electrons of the drain and impact ionisation, both of which take energy from hot electrons. The numbers therefore illustrate the mechanism and do not predict the tail in a particular transistor.

The values behind this case, apart from those for the smaller energy steps, for fixed total density and for the confined source, are listed in the numerical output below.

## Numbers as computed

```
qVd = 1.50 eV, threshold = 2.00 eV
effective mass = 0.30 m0, relative permittivity = 12
density n = 1.0e+18 cm^-3, removal time = 0.020 ps
kT at 300 K = 0.02585 eV
Coulomb constant A = 0.1200 eV nm
primary speed v = 1.3262e+06 m/s
x at threshold = 0.3333
smallest angle between momenta reaching threshold = 19.47 deg
largest final energy at 0 deg = 1.500 eV
largest final energy at 30 deg = 2.250 eV
largest final energy at 90 deg = 3.000 eV
cross-section scale (2pi/3)(A/E0)^2 = 0.01340 nm^2
above 1.75 eV: C = 4.868e-07 cm^3/s, fraction = 9.736e-03
above 2.00 eV: C = 8.708e-08 cm^3/s, fraction = 1.742e-03
above 2.50 eV: C = 7.697e-09 cm^3/s, fraction = 1.539e-04
above 2.90 eV: C = 3.513e-10 cm^3/s, fraction = 7.025e-06
sampled/closed C above 2.00 eV = 1.0007
sampled/closed C above 2.40 eV = 1.0028
sampled/closed C above 2.70 eV = 1.0069
tail density above threshold = 1.742e+15 cm^-3
local decay energy of tail count at threshold = 0.1818 eV
phonon-only decay energy above source = 0.02585 eV
thermal injected fraction above threshold = 8.105e-08
collision/thermal fraction = 2.149e+04
density where both fractions are equal = 4.653e+13 cm^-3
inverse screening length at lattice T = 0.2415 nm^-1
screened/bare C at threshold = 0.9090
density exponent with this screening = 1.9096
plasmon energy = 0.0196 eV
exchange factor, one valley = 0.8003
C for primaries uniform in 0..qVd = 2.885e-09 cm^3/s
uniform/single-energy C = 0.0331
sampled/kernel C, uniform primaries = 0.9923
ladder: energy step = 0.125 eV, low density = 1.0e+15 cm^-3
ladder: density power between 1 and 2 qVd = 2.0002
ladder: density power between 2 and 3 qVd = 3.0017
ladder: density power between 3 and 4 qVd = 4.0022
ladder at n: all/single collisions above threshold = 1.8724
ladder at n: density exponent above threshold = 2.6747
ladder at n: share of this tail above 2 qVd = 1.904e-03
```
